# Conjugate matching and the saturated power of a transistor output

**Q.** I am choosing the load for a radio-frequency power transistor. Its output looks like a current source in parallel with 240 ohm and 0.4 pF. The maximum power transfer theorem says that the load should be the complex conjugate of that output, so I tune out the capacitance and present 240 ohm. Since this load takes the most power from the source, it must also give the highest saturated power.

**A.** Let us see what the theorem assumes. Write the controlled current into the drain as a mean value plus a fundamental of peak amplitude $I_1$. All amplitudes here are peak values. Suppose that the output network shorts the harmonics, so that the drain voltage is a sinusoid of amplitude $V_1$ about the supply voltage $V_{DD}$. Let the output conductance be $G_o=1/R_o$, the output capacitance $C_o$, and the load admittance $G_L+jB_L$. The source current at the fundamental flows through all of these in parallel, so

$$V_1=\frac{I_1}{\sqrt{(G_o+G_L)^2+(\omega C_o+B_L)^2}},\qquad P=\tfrac12 G_LV_1^2 .$$

The factor one half is there because $V_1$ is a peak value. Now hold $I_1$ fixed and vary the load. The susceptances appear only in the denominator, as a square, so $P$ is largest when $B_L=-\omega C_o$. What remains is

$$P=\frac{I_1^2}{2}\,\frac{G_L}{(G_o+G_L)^2},\qquad
\frac{dP}{dG_L}=\frac{I_1^2}{2}\,\frac{G_o-G_L}{(G_o+G_L)^3}.$$

The derivative is positive below $G_L=G_o$ and negative above it. The maximum is therefore at $G_L=G_o$, where

$$P=\frac{I_1^2}{2}\,\frac{G_o}{4G_o^2}=\frac{I_1^2R_o}{8}.$$

That is your conjugate match. The derivation held $I_1$ fixed and let $V_1$ take whatever value the circuit equation gave.

**Q.** I see no harm in that. At full drive I simply insert the largest current.

**A.** Then try it with numbers. Take a transistor whose controlled source current can swing between 0 and $I_{max}=1$ A, with a 28 V supply. A sinusoidal current that just fills this range has a mean of 0.5 A and an amplitude of 0.5 A. At the conjugate match the total conductance is $2G_o$, so

$$V_1=\frac{I_1R_o}{2}=\frac{0.5\times240}{2}=60\ \text{V},\qquad P=\frac{0.5^2\times240}{8}=7.5\ \text{W}.$$

The drain voltage would have to swing between $28-60=-32$ V and $28+60=88$ V.

**Q.** The upper value might be tolerable, but the transistor can't hold its current with the drain at −32 V.

**A.** It cannot. Below a knee voltage the channel no longer carries the current that the gate asks for, and the current-source picture fails. The knee lies lower for smaller currents. For a simple limit I use its value at the full current, $V_k$, throughout, which is slightly strict for a load that uses less current. There is also an upper limit $V_{max}$, set by the voltage rating. For a sinusoid centred on the supply, both limits are respected if

$$V_1\le V_m=\min(V_{DD}-V_k,\;V_{max}-V_{DD}).$$

With $V_k=4$ V and $V_{max}=100$ V, the two distances are 24 V and 72 V, so $V_m=24$ V. The 7.5 W belongs to a voltage swing that this device does not have.

**Q.** So I keep the conjugate load and reduce the drive until the voltage fits. How much do I get?

**A.** The voltage amplitude is then 24 V across 240 ohm:

$$P=\tfrac12\,\frac{V_m^2}{R_o}=\frac{24^2}{2\times240}=1.2\ \text{W}.$$

The source current needed is $I_1=2V_m/R_o=0.2$ A, which is 0.4 of the available amplitude. The voltage has run out while most of the current range is still unused. If the knee voltage is taken as proportional to the current, the amplitude may rise to 25.2 V and the power to 1.32 W, so the simple limit understates this load by about a tenth.

**Q.** Then a lower load resistance would let me use more current before the voltage limit is met. What is the best load, and how can I be sure that nothing beats it, including some reactive load?

**A.** Let $I_m$ be the largest fundamental amplitude that the source can supply, here 0.5 A. A power balance covers every load at once. The fundamental of the source delivers the mean power $\tfrac12 I_1V_1\cos\varphi$, where $\varphi$ is the phase angle of the total admittance. The capacitance and the load susceptance take no mean power, so this is shared between $R_o$ and the load conductance:

$$\tfrac12I_1V_1\cos\varphi=\tfrac12G_oV_1^2+P .$$

Solve for $P$, and use $I_1\le I_m$ and $\cos\varphi\le1$:

$$P\le\tfrac12I_mV_1-\tfrac12G_oV_1^2 .$$

Completing the square on the right gives

$$P\le\frac{I_m^2}{8G_o}-\frac{G_o}{2}\left(V_1-\frac{I_m}{2G_o}\right)^2 .$$

As a function of $V_1$ this is a parabola that opens downwards. Its top lies at $V_1=I_mR_o/2$, which is the conjugate-match voltage at full current. There are two cases.

If $I_mR_o/2\le V_m$, the top can be reached. The best load is then the conjugate match, and the power is $I_m^2R_o/8$.

If $I_mR_o/2>V_m$, the top is out of bounds. The parabola rises all the way up to $V_m$, so the best point is at $V_1=V_m$ with full current and no net susceptance. The circuit equation becomes $I_m=(G_o+G_L)V_m$, hence

$$G_L=\frac{I_m}{V_m}-G_o,\qquad P=\tfrac12V_m^2G_L=\tfrac12V_m\,(I_m-G_oV_m).$$

This load makes the current limit and the voltage limit arrive together. I'll call it the power match.

**Q.** Put in the numbers, please.

**A.** The total conductance must be 0.5 A divided by 24 V, which corresponds to 48 ohm. Part of that is already supplied by the transistor's own 240 ohm:

$$G_L=\frac1{48}-\frac1{240}=\frac{5-1}{240}=\frac1{60}\ \text{S}.$$

The load is 60 ohm, and the power is $24^2/(2\times60)=4.8$ W. The conjugate load gave 1.2 W. The power match delivers four times as much, or 6.02 dB more, from the same transistor at the same supply.

Note that the load is not $V_m/I_m=48$ ohm. That is the resistance of the load and $R_o$ in parallel. With a 48 ohm load the total would be 40 ohm, the voltage at full current would reach only 20 V, and the power would be 4.17 W. This depends on where the current limit is placed. Here it bounds the controlled source, and at the power match the source and $R_o$ together carry only 0.1 to 0.9 A. If 0 and 1 A instead bound that combined current (zero at pinch-off, 1 A at the knee), the load itself can take 0.5 A at 24 V. The best load is then 48 ohm with 6 W, whatever $R_o$ is. The formula gives this too, once $I_m$ is taken as the source amplitude, which is then $0.5+24/240=0.6$ A.

**Q.** Is there a simple way to tell which of the two cases I am in?

**A.** Compare $R_o$ with $V_m/I_m$ through the ratio

$$r=\frac{R_oI_m}{V_m}.$$

The condition $I_mR_o/2>V_m$ is the same as $r>2$. In that case the conjugate load is held at $\tfrac12G_oV_m^2$, and the ratio of the two powers is

$$\frac{\tfrac12V_m^2(I_m/V_m-G_o)}{\tfrac12V_m^2G_o}=\frac{I_mR_o}{V_m}-1=r-1 .$$

Here $r=240\times0.5/24=5$, so the factor is 4. At $r=2$ the factor is 1 and the two loads coincide. For $r\le2$ your original rule is right even at the full amplitude $I_m$ used to compute $r$.

The effect of $R_o$ is plain when the current and voltage limits are held fixed:

| $R_o$ (ohm) | $r$ | best load (ohm) | best power (W) | conjugate power (W) |
|---|---|---|---|---|
| 60 | 1.25 | 60 | 1.875 | 1.875 |
| 96 | 2.0 | 96 | 3.0 | 3.0 |
| 120 | 2.5 | 80 | 3.6 | 2.4 |
| 240 | 5.0 | 60 | 4.8 | 1.2 |
| 480 | 10.0 | 53.3 | 5.4 | 0.6 |

In the first row the conjugate match reaches only $0.5\times60/2=15$ V at full current. The voltage limit plays no part, and the maximum power transfer theorem applies unchanged.

At the other end, let $R_o$ grow without bound. The best load tends to $V_m/I_m=48$ ohm and the best power to $\tfrac12I_mV_m=6$ W. The voltage-limited power of the conjugate load, $V_m^2/(2R_o)$, tends to zero. With the same limits on the source current and on the voltage, a transistor closer to an ideal current source can thus deliver more power, yet once $r$ exceeds 2 conjugate matching makes it look worse.

**Q.** Something still bothers me. A 60 ohm load on a 240 ohm source is a mismatch. Isn't the power that fails to enter the load being burnt in the transistor?

**A.** Follow the fundamental power at the two operating points. Both have $V_1=24$ V, so $R_o$ absorbs the same $24^2/(2\times240)=1.2$ W in each. With the conjugate load, the source delivers $\tfrac12\times0.2\times24=2.4$ W, of which half reaches the load. With the power match, it delivers $\tfrac12\times0.5\times24=6$ W, of which 4.8 W reaches the load. The mismatched load therefore receives the larger share as well as the larger amount.

The supply tells the same story. Take $R_o$ to act on the departure of the voltage from its bias value, so that it carries no direct current. The mean current is then 0.5 A at any drive up to this limit, and the supply provides $28\times0.5=14$ W. The fraction converted to output is 34.3 % for the power match and 8.6 % for the conjugate match. Whatever is not converted becomes heat in the transistor, so when each load works at its own largest power within these limits, the conjugate load leaves the transistor hotter. If the drive is pushed further, so that the knee cuts into the current, the mean current falls and this comparison need not hold.

**Q.** Then what does conjugate matching buy me?

**A.** Gain at small drive. Suppose that the input signal fixes $I_1$ whatever the load, which requires negligible feedback from output to input. Dividing the power into $G_L$ by the power into $G_o$ at the same $I_1$ gives

$$\frac{G_L/(G_o+G_L)^2}{1/(4G_o)}=\frac{4G_oG_L}{(G_o+G_L)^2}=\frac{4(r-1)}{r^2},$$

where the last form uses $G_L=(r-1)G_o$ for the power match. With $r=5$ this is $16/25=0.64$, or −1.94 dB. The power match gives up 1.94 dB of small-signal gain and gains 6.02 dB of maximum power.

**Q.** So the better load depends on how hard I drive. Where do they change places?

**A.** Let $x=I_1/I_m$. The conjugate load meets its voltage limit when $xI_mR_o/2=V_m$, that is at $x=2/r=0.4$. There it delivers 1.2 W, while the power match delivers $0.64\times1.2=0.77$ W. Beyond this point the conjugate load can offer no more within the limits. The voltage on the power-matched load is $xV_m$, so its power still grows as

$$P=\tfrac12G_Lx^2V_m^2 .$$

It equals the conjugate ceiling $\tfrac12G_oV_m^2$ when $x^2=G_o/G_L=1/(r-1)$, hence at $x=1/\sqrt{r-1}=0.5$. As long as the voltage limit is kept, the power match is ahead above half of the full current amplitude, and it continues up to 4.8 W at $x=1$. If the conjugate load is allowed to swing into the knee, the crossing moves somewhat higher, to about $x=0.55$ with the sloping-knee model introduced below.

**Q.** Does the capacitance play any part in the difference between the two loads?

**A.** Not in this model. Both optima need $B_L=-\omega C_o$. At 3.5 GHz the 0.4 pF has a susceptance of 8.80 mS, which a parallel inductance of 5.17 nH cancels. The power match is therefore conjugate in its susceptance and differs in its conductance. Small tuning errors matter little here. If the capacitance departs by 20 % from the tuned value, with the 60 ohm load and full current kept, the power falls by 0.03 dB. The uncancelled 1.76 mS is small beside the total conductance of 20.8 mS, and it enters through its square.

**Q.** You have stopped at a clean sinusoidal current. I asked about saturated power. If I overdrive the gate, the current clips and its fundamental grows. Perhaps the conjugate load catches up.

**A.** The result was derived for any $I_m$, so we need the largest fundamental that a current confined between 0 and $I_{max}$ can have. The amplitude is

$$I_1=\frac1\pi\int_{-\pi}^{\pi}i(\theta)\cos\theta\,d\theta .$$

To make it as large as possible, set $i=I_{max}$ wherever the cosine is positive and $i=0$ wherever it is negative. This is a square wave, and

$$I_m=\frac{I_{max}}\pi\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=\frac{2I_{max}}\pi=0.637\ \text{A}.$$

Now $r=240\times0.637/24=6.37$. The best load is 44.7 ohm and the power is

$$P=\tfrac12\times24\times\left(0.637-\frac{24}{240}\right)=6.44\ \text{W}.$$

The conjugate load was short of voltage, not of current, so extra current does nothing for it. Under the strict voltage limit it stays at 1.2 W, and the ratio rises from 4 to 5.4.

**Q.** But a strict limit means that you forbid me to drive the conjugate load any harder. On the bench I would just turn up the input. What happens then?

**A.** For that we need a model of the knee itself. Let the channel carry either the current that the gate asks for or $v/R_{on}$, whichever is smaller, with $R_{on}=V_k/I_{max}=4$ ohm. The drain may now go below 4 V, at the price of a reduced current. Drive the gate at ten times the clean amplitude, so that the current is nearly square, and solve for the voltage amplitude at which the fundamental of the clipped current balances $(G_o+G_L)V_1$.

Among resistive loads between 25 and 100 ohm, the best is then 45.3 ohm, with 6.44 W. This is close to the strict-limit result, because the best operating point barely enters the knee. The conjugate load delivers 1.87 W, well above its strict limit of 1.2 W. So you do gain something by turning up the input, but the power match is still ahead by a factor of 3.4.

**Q.** Where does the extra power of the conjugate load come from?

**A.** From voltage swing beyond the knee. The amplitude is 29.95 V, and $29.95^2/(2\times240)=1.87$ W. The conjugate load and $R_o$ together make 120 ohm, so they accept a fundamental current of only $29.95/120=0.25$ A. The gate is asking for nearly 0.64 A. The voltage minimum has to go deep enough to cut the surplus out of the current pulse. It reaches $28-29.95=-1.95$ V, where this channel model carries a reverse current. That part of the cycle lies outside the strict limits, so the 1.87 W and the factor of 3.4 depend on how the channel is modelled near zero voltage. If the channel carries no reverse current, the amplitude becomes 32.0 V, the power 2.13 W and the factor 3.0.

This calculation still takes the drain voltage as a pure sinusoid. I also integrated the circuit in time, with a parallel resonator whose inductor and capacitor each have a susceptance of magnitude 1 S at the carrier. Four cases were run: 60 and 240 ohm at the clean drive, and 44.7 and 240 ohm at ten times that drive. The powers differed from the sinusoidal calculation by at most 0.08 %.

**Q.** How close are these numbers to a transistor I could buy?

**A.** They are round values in the regime of a gallium nitride high-electron-mobility transistor with 1 mm of gate width. About 1 A per millimetre and a 28 V supply are typical in a rough sense, and so is an output of a few watts per millimetre. A measured maximum current is a drain current, not the current of the inner source; read that way, it puts the clean optimum at 48 ohm rather than 60 ohm. The 240 ohm is less certain, since output resistance varies with design and bias; the table above shows how much that matters. A bias at half the maximum current is higher than in many power amplifiers, which lowers the efficiency found here. Real devices also break the assumption of a fixed current limit, because they heat up. Assume roughly 10 K/W of thermal resistance and a current loss of 0.2 % per kelvin, in continuous operation with the bias kept at half the hot current limit and the voltage amplitude limit left at 24 V. The power-matched device then warms by about 79 K, its current limit falls to 0.84 A, its best load moves to 75 ohm, and its clean power drops from 4.8 W to about 3.8 W. The conjugate-matched device warms by about 100 K and still gives 1.2 W, since voltage limits it. The ratio falls from 4 to about 3.2.

**Q.** The ratio shrinks, but the order stays. What about the voltage rating? Does the better load put more stress on the drain?

**A.** Within the strict limits both loads swing the drain up to $28+24=52$ V, against the assumed rating of 100 V. The overdriven conjugate load goes further, to about 58 V, or 60 V if the channel carries no reverse current. In this example the upper limit is never the active one. If the supply were raised until $V_{max}-V_{DD}$ became the smaller distance, that distance would set $V_m$, and the same formulas would apply.

**Q.** Then let me restate my rule. I cancel the output susceptance in either case. If I want gain from a small signal, I set $G_L=G_o$. If I want the greatest power, I first work out $R_oI_m/V_m$. Up to 2, I keep the conjugate match; above 2, I choose $G_L=I_m/V_m-G_o$.

**A.** Yes, for a device with negligible feedback, shorted harmonics, a fixed bias, and an output that is well described by a limited current source with constant $R_o$ and $C_o$. In this rule $I_m$ is the amplitude of the controlled source. If your limit is on the combined current of the source and $R_o$, as for a maximum current read at the knee, call its largest fundamental amplitude $I_d$; the best load resistance is then simply $V_m/I_d$. Take $I_m$ for the drive you intend to use. Overdrive raises it from $I_{max}/2$ towards $2I_{max}/\pi$, so a device with $r=2$ at the clean limit needs a lower load resistance when it is driven into saturation. If $R_o$ or $C_o$ changes strongly over the voltage swing, or if the harmonics are given other terminations to shape the voltage, the formula is a starting value and the load has to be found from the full waveforms. In a real transistor the gate-drain capacitance also feeds part of the output back to the gate. The output admittance seen by a small signal then depends on the source impedance, and its conductance can differ greatly from $G_o$. For small-signal gain with a given source, match the load to the output admittance measured with that source connected, provided that the circuit is stable. The powers for further load values are listed in the numerical output.

## Computed values

```
Current limit 1.00 A, supply 28.0 V
Knee 4.0 V, voltage rating 100.0 V
Output resistance 240.0 ohm
Output capacitance 0.40 pF at 3.50 GHz
Output susceptance 8.80 mS
Tuning inductance 5.17 nH
Voltage amplitude limit 24.00 V
CLEAN LIMIT (sinusoidal current)
Current amplitude 0.500 A, r = 5.000
Vm/Im, load in parallel with Ro: 48.00 ohm
Power-match load 60.00 ohm, power 4.800 W
Conjugate load 240.00 ohm, power 1.200 W
Power ratio 4.000 = 6.02 dB
Unlimited conjugate voltage 60.00 V
Unlimited conjugate power 7.500 W
DC input 14.00 W
Efficiency, power match 34.3 %
Efficiency, conjugate 8.6 %
Lost in Ro at voltage limit 1.200 W
Small-signal gain factor 0.6400 = -1.94 dB
Conjugate limit met at I1/Im = 0.4000
Powers cross at I1/Im = 0.5000
Load (ohm), drain amplitude (V), clean power (W):
    30   13.33  2.963
    48   20.00  4.167
    60   24.00  4.800
    80   24.00  3.600
   120   24.00  2.400
   240   24.00  1.200
   480   24.00  0.600
Ro (ohm), r, best load (ohm), best P (W), conjugate P (W):
    60   1.25   60.00  1.875  1.875
    96   2.00   96.00  3.000  3.000
   120   2.50   80.00  3.600  2.400
   240   5.00   60.00  4.800  1.200
   480  10.00   53.33  5.400  0.600
HARD SATURATION (square current)
Current amplitude 0.6366 A, r = 6.366
Strict limit: load 44.72 ohm, power 6.439 W
Strict limit: ratio to conjugate 5.366
Sloping knee: on-resistance 4.00 ohm
Sloping knee: drive 10 times the clean amplitude
Sloping knee: load 45.30 ohm, power 6.438 W
Sloping knee: conjugate power 1.869 W
Sloping knee: conjugate amplitude 29.95 V
Sloping knee: power ratio 3.445
Largest time-domain deviation 0.08 %
OTHER NEGLECTED EFFECTS (clean limit)
Assumed 10 K/W, current loss 0.2 %/K
Hot power: rise 79.3 K, Imax 0.841 A
  load 74.84 ohm, power 3.848 W
Hot conjugate: rise 100.0 K, Imax 0.800 A
  load 240.00 ohm, power 1.200 W
20 % capacitance error: -0.031 dB
Peak drain voltage 52.0 V (strict limit)
```
